# Neutron and x-ray weights of the partial structure factors in silica: verification in Python

```python
# Result under test: in silica the total structure factor obeys
#   S(Q) - 1 = sum over Si-Si, Si-O, O-O of w_ab * (S_ab(Q) - 1),
#   w_ab = (2 - delta_ab) c_a c_b a_a a_b / <a>^2,  <a> = sum c_a a_a,
# with c = atomic fraction and a = coherent scattering length
# (neutrons: b; x-rays: r_e * f, where f(Q=0) is the electron number).
# Expected: about 7, 39, 54 percent (neutrons), 22, 50, 28 percent (x-rays, Q=0).
import numpy as np
from scipy import constants
from pyscf import gto
from pyscf.scf import atom_hf

C_SI, C_O = 1.0 / 3.0, 2.0 / 3.0
FM = 1e-15
b_si, b_o = 4.15 * FM, 5.80 * FM          # rounded tabulated inputs, m
z_si, z_o = 14, 8
r_e = constants.physical_constants["classical electron radius"][0]
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9


def pair_weights(a_si, a_o):
    """Weights of Si-Si, Si-O (both orders together) and O-O."""
    mean = C_SI * a_si + C_O * a_o
    return np.array([(C_SI * a_si) ** 2,
                     2 * C_SI * C_O * a_si * a_o,
                     (C_O * a_o) ** 2]) / mean ** 2


def show(label, w):
    print(f"{label}: {100*w[0]:.2f}, {100*w[1]:.2f}, {100*w[2]:.2f} %")


w_n = pair_weights(b_si, b_o)
w_x = pair_weights(r_e * z_si, r_e * z_o)
assert list(np.rint(100 * w_n).astype(int)) == [7, 39, 54]
assert list(np.rint(100 * w_x).astype(int)) == [22, 50, 28]

# Periodic test network: displaced ideal cristobalite, 2 x 2 x 2 cells.
cell_nm, repeats = 0.713, 2
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
bond_dirs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
si_cell = np.vstack([fcc, fcc + 0.25])
o_cell = np.vstack([fcc + d / 8.0 for d in bond_dirs])
shifts = np.array([[i, j, k] for i in range(repeats)
                   for j in range(repeats) for k in range(repeats)])
si_pos = np.vstack([si_cell + s for s in shifts]) * cell_nm
o_pos = np.vstack([o_cell + s for s in shifts]) * cell_nm
positions = np.vstack([si_pos, o_pos])
rng = np.random.default_rng(5)
positions = positions + rng.uniform(-0.01, 0.01, positions.shape)
box_nm = repeats * cell_nm
n_atoms, n_si = len(positions), len(si_pos)
assert 3 * n_si == n_atoms
separation = positions[:, None, :] - positions[None, :, :]

# Partials from pair sums, totals from summed amplitudes.
k_vectors = 2 * np.pi / box_nm * np.array(
    [[i, j, k] for i in range(6) for j in range(6) for k in range(6)
     if i + j + k > 0])
partials = []
for k_vec in k_vectors:
    pair_cos = np.cos(separation @ k_vec)
    np.fill_diagonal(pair_cos, 0.0)
    partials.append([
        pair_cos[:n_si, :n_si].sum() / (n_atoms * C_SI ** 2),
        pair_cos[:n_si, n_si:].sum() / (n_atoms * C_SI * C_O),
        pair_cos[n_si:, n_si:].sum() / (n_atoms * C_O ** 2)])
partials = np.array(partials)
phases = np.exp(1j * k_vectors @ positions.T)


def recovered_weights(a_si, a_o):
    """Solve for the weights from total intensities of the network."""
    lengths = np.r_[np.full(n_si, a_si), np.full(n_atoms - n_si, a_o)]
    intensity = np.abs(phases @ lengths) ** 2 / n_atoms
    total = (intensity - np.mean(lengths ** 2)) / np.mean(lengths) ** 2
    solution, _, rank, _ = np.linalg.lstsq(partials, total, rcond=None)
    assert rank == 3
    assert np.max(np.abs(partials @ solution - total)) < 1e-8
    return solution


fit_n = recovered_weights(b_si, b_o)
fit_x = recovered_weights(r_e * z_si, r_e * z_o)
assert np.allclose(fit_n, w_n, atol=1e-8)
assert np.allclose(fit_x, w_x, atol=1e-8)

# First Si-O peak area by direct counting of bonded pairs.
nearest = separation - box_nm * np.rint(separation / box_nm)
distance = np.linalg.norm(nearest, axis=2)
bonded = (distance > 0) & (distance < 0.20)
n_sio = bonded[:n_si, n_si:].sum() / n_si
assert n_sio == 4
assert not bonded[:n_si, :n_si].any() and not bonded[n_si:, n_si:].any()


def counted_area(a_si, a_o):
    lengths = np.r_[np.full(n_si, a_si), np.full(n_atoms - n_si, a_o)]
    return lengths @ bonded @ lengths / (n_atoms * np.mean(lengths) ** 2)


area_n = counted_area(b_si, b_o)
area_x = counted_area(z_si, z_o)
assert np.isclose(area_n, w_n[1] * n_sio / C_O, rtol=1e-12)
assert np.isclose(area_x, w_x[1] * n_sio / C_O, rtol=1e-12)

# Range of b_Si/b_O that leaves all rounded neutron percentages unchanged.
ratios = np.linspace(0.60, 0.85, 25001)
same = np.array([np.array_equal(np.rint(100 * pair_weights(r, 1.0)),
                               [7, 39, 54]) for r in ratios])
allowed = ratios[same]
assert allowed[0] < b_si / b_o < allowed[-1]

# Free-atom form factors from spherically averaged Hartree-Fock densities.
nodes, node_w = np.polynomial.legendre.leggauss(500)
t = 0.5 * (nodes + 1)
r_max = 20.0
radius = r_max * t ** 3
radius_w = 0.5 * node_w * 3 * r_max * t ** 2
cosines, cosine_w = np.polynomial.legendre.leggauss(80)
q_list = np.array([0.0, 15.0, 50.0, 100.0, 200.0])      # 1/nm


def form_factor(symbol, electrons):
    mol = gto.M(atom=f"{symbol} 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
    result = next(iter(atom_hf.get_atm_nrhf(mol).values()))
    coeff, occ = result[2], result[3]
    dm = (coeff * occ) @ coeff.T

    def density(points):
        ao = mol.eval_gto("GTOval_sph", points)
        return np.einsum("pi,pi->p", ao @ dm, ao)

    axis = np.zeros((len(radius), 3))
    axis[:, 2] = radius
    shell = 4 * np.pi * radius ** 2 * density(axis) * radius_w

    def radial(q_au):
        return np.sum(shell * np.sinc(q_au * radius / np.pi))

    values = np.array([radial(q * bohr_nm) for q in q_list])
    assert abs(values[0] - electrons) < 1e-4
    # Defining Fourier integral, with the angle integrated numerically.
    rr, uu = np.meshgrid(radius, cosines, indexing="ij")
    points = np.stack([rr * np.sqrt(1 - uu ** 2), 0 * rr, rr * uu], axis=-1)
    rho = density(points.reshape(-1, 3)).reshape(rr.shape)
    volume_w = 2 * np.pi * rr ** 2 * radius_w[:, None] * cosine_w[None, :]
    direct = np.array([np.sum(rho * volume_w * np.cos(q * bohr_nm * rr * uu))
                       for q in q_list])
    assert np.max(np.abs(direct - values)) < 1e-4
    # Small-Q curvature against the analytic mean square radius.
    r2_sum = np.einsum("ij,ji->", dm, mol.intor("int1e_r2"))
    q_small = 0.02
    slope = (values[0] - radial(q_small)) * 6 / q_small ** 2
    assert abs(slope / r2_sum - 1) < 2e-3   # next term is of order Q^2 r^2
    return values


f_si = form_factor("Si", z_si)
f_o = form_factor("O", z_o)
w_q = np.array([pair_weights(s, o) for s, o in zip(f_si, f_o)])
assert np.allclose(w_q[0], w_x, atol=1e-5)
assert w_q[3, 0] - w_x[0] > 0.05            # change at 100 1/nm is not small

# Other neglected effects.
w_q1 = pair_weights(z_si - 2, z_o + 1)
w_q2 = pair_weights(z_si - 4, z_o + 2)
w_res = pair_weights(z_si + 0.3, z_o)
b_ne = 0.0013 * FM                        # rough length per electron
w_ne = pair_weights(b_si + z_si * b_ne, b_o + z_o * b_ne)
assert np.max(np.abs(w_ne - w_n)) < 0.005
assert np.max(np.abs(w_q2 - w_x)) > np.max(np.abs(w_res - w_x))

print("Weights are listed in the order Si-Si, Si-O, O-O")
print(f"atomic fractions Si, O: {C_SI:.4f}, {C_O:.4f}")
print(f"neutron lengths b_Si, b_O: {b_si/FM:.2f}, {b_o/FM:.2f} fm")
print(f"mean neutron length: {(C_SI*b_si + C_O*b_o)/FM:.3f} fm")
print(f"neutron Si share x: {b_si/(b_si + 2*b_o):.5f}")
show("neutron weights", w_n)
show("neutron weights recovered from network", fit_n)
print(f"ratio b_Si/b_O: {b_si/b_o:.4f}")
print(f"ratio range, same rounding: {allowed[0]:.4f} to {allowed[-1]:.4f}")
print(f"electron numbers Si, O: {z_si}, {z_o}")
print(f"classical electron radius: {r_e/FM:.4f} fm")
print(f"x-ray lengths Si, O at Q=0: {r_e*z_si/FM:.2f}, {r_e*z_o/FM:.2f} fm")
print(f"mean x-ray length at Q=0: {r_e*(C_SI*z_si + C_O*z_o)/FM:.2f} fm")
print(f"x-ray Si share x: {z_si/(z_si + 2*z_o):.5f}")
show("x-ray weights at Q=0", w_x)
show("x-ray weights recovered from network", fit_x)
print(f"Si-O weight counted in one order only, neutron: {50*w_n[1]:.2f} %")
print(f"Si-O weight counted in one order only, x-ray: {50*w_x[1]:.2f} %")
print(f"test network: {n_atoms} atoms, box edge {box_nm:.3f} nm")
print(f"wave vectors used: {len(k_vectors)}")
print(f"O neighbours of Si: {n_sio:.0f}")
print(f"Si-O peak area, neutron: {area_n:.3f} (dimensionless)")
print(f"Si-O peak area, x-ray: {area_x:.3f} (dimensionless)")
for q, s, o, w in zip(q_list[1:], f_si[1:], f_o[1:], w_q[1:]):
    print(f"Q = {q:.0f} 1/nm: f_Si = {s:.3f}, f_O = {o:.3f} electrons")
    show(f"x-ray weights at Q = {q:.0f} 1/nm", w)
show("x-ray Q=0, 1 extra electron per O", w_q1)
show("x-ray Q=0, 2 extra electrons per O", w_q2)
show("x-ray Q=0, f_Si raised by 0.3 electron", w_res)
print(f"rough neutron-electron length: {b_ne/FM:.4f} fm per electron")
show("neutron weights with full neutron-electron shift", w_ne)
print(f"largest such shift: {100*np.max(np.abs(w_ne - w_n)):.3f} % points")
print("all assertions hold")
```

Output:

```
Weights are listed in the order Si-Si, Si-O, O-O
atomic fractions Si, O: 0.3333, 0.6667
neutron lengths b_Si, b_O: 4.15, 5.80 fm
mean neutron length: 5.250 fm
neutron Si share x: 0.26349
neutron weights: 6.94, 38.81, 54.24 %
neutron weights recovered from network: 6.94, 38.81, 54.24 %
ratio b_Si/b_O: 0.7155
ratio range, same rounding: 0.7091 to 0.7343
electron numbers Si, O: 14, 8
classical electron radius: 2.8179 fm
x-ray lengths Si, O at Q=0: 39.45, 22.54 fm
mean x-ray length at Q=0: 28.18 fm
x-ray Si share x: 0.46667
x-ray weights at Q=0: 21.78, 49.78, 28.44 %
x-ray weights recovered from network: 21.78, 49.78, 28.44 %
Si-O weight counted in one order only, neutron: 19.41 %
Si-O weight counted in one order only, x-ray: 24.89 %
test network: 192 atoms, box edge 1.426 nm
wave vectors used: 215
O neighbours of Si: 4
Si-O peak area, neutron: 2.329 (dimensionless)
Si-O peak area, x-ray: 2.987 (dimensionless)
Q = 15 1/nm: f_Si = 11.495, f_O = 6.913 electrons
x-ray weights at Q = 15 1/nm: 20.61, 49.58, 29.81 %
Q = 50 1/nm: f_Si = 7.227, f_O = 2.967 electrons
x-ray weights at Q = 50 1/nm: 30.16, 49.52, 20.33 %
Q = 100 1/nm: f_Si = 3.766, f_O = 1.569 electrons
x-ray weights at Q = 100 1/nm: 29.75, 49.59, 20.66 %
Q = 200 1/nm: f_Si = 1.507, f_O = 0.932 electrons
x-ray weights at Q = 200 1/nm: 19.99, 49.44, 30.57 %
x-ray Q=0, 1 extra electron per O: 16.00, 48.00, 36.00 %
x-ray Q=0, 2 extra electrons per O: 11.11, 44.44, 44.44 %
x-ray Q=0, f_Si raised by 0.3 electron: 22.27, 49.84, 27.88 %
rough neutron-electron length: 0.0013 fm per electron
neutron weights with full neutron-electron shift: 6.97, 38.86, 54.17 %
largest such shift: 0.074 % points
all assertions hold
```
